# Dirac Current: Continuity Equation and the Light-Speed Bound on Local Flow

## Result

Let the four-component wave function $\psi(\mathbf r,t)$ be differentiable and obey

$$
i\hbar\,\partial_t\psi=\left[c\,\boldsymbol\alpha\cdot(-i\hbar\nabla-q\mathbf A)+\beta mc^2+V\right]\psi ,
\tag{1}
$$

where $V(\mathbf r,t)$ is a real potential energy and $\mathbf A(\mathbf r,t)$ a real vector potential. Define

$$
\rho=\psi^\dagger\psi,\qquad \mathbf j=c\,\psi^\dagger\boldsymbol\alpha\,\psi .
\tag{2}
$$

Then

$$
\partial_t\rho+\nabla\cdot\mathbf j=0,\qquad |\mathbf j|\le c\rho ,
\tag{3}
$$

and, when $V$ and $\mathbf A$ come from an electromagnetic four-potential, $J=(c\rho,\mathbf j)$ is a four-vector. Since $c^2\rho^2-|\mathbf j|^2\ge 0$, it is nowhere spacelike. Where $\rho>0$, the local flow velocity $\mathbf v=\mathbf j/\rho$ satisfies $|\mathbf v|\le c$. Where $\rho=0$, all four components of $\psi$ vanish, so $J=0$ and $\mathbf v$ is undefined.

The value $|\mathbf v|=c$ can be reached at nonzero density. The worked example does so with two free waves of positive energy.

The matrices $\alpha_1,\alpha_2,\alpha_3,\beta$ are Hermitian, square to 1 and anticommute pairwise. Where components are needed, the standard representation is used:

$$
\psi=\begin{pmatrix}\varphi\\ \chi\end{pmatrix},\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},
$$

with two-component $\varphi,\chi$ and the Pauli matrices $\boldsymbol\sigma$. In code, with $\psi=(\psi_1,\psi_2,\psi_3,\psi_4)$, multiplying out (2) gives

$$
\begin{aligned}
j_x&=2c\,\mathrm{Re}(\psi_1^*\psi_4+\psi_2^*\psi_3),\\
j_y&=2c\,\mathrm{Im}(\psi_1^*\psi_4-\psi_2^*\psi_3),\\
j_z&=2c\,\mathrm{Re}(\psi_1^*\psi_3-\psi_2^*\psi_4).
\end{aligned}
$$

## Continuity equation

Multiply (1) from the left by $\psi^\dagger$, summing over repeated $k$:

$$
i\hbar\,\psi^\dagger\partial_t\psi=-i\hbar c\,\psi^\dagger\alpha_k\partial_k\psi
-qcA_k\psi^\dagger\alpha_k\psi+mc^2\psi^\dagger\beta\psi+V\psi^\dagger\psi .
$$

Now take the Hermitian conjugate of (1) and multiply it from the right by $\psi$. The factors $i$ change sign. The matrices and real potentials do not:

$$
-i\hbar\,(\partial_t\psi^\dagger)\psi=+i\hbar c\,(\partial_k\psi^\dagger)\alpha_k\psi
-qcA_k\psi^\dagger\alpha_k\psi+mc^2\psi^\dagger\beta\psi+V\psi^\dagger\psi .
$$

Subtract the second equation from the first. The last three terms are the same in both and cancel, leaving

$$
i\hbar\,\partial_t(\psi^\dagger\psi)
=-i\hbar c\left[\psi^\dagger\alpha_k\partial_k\psi+(\partial_k\psi^\dagger)\alpha_k\psi\right]
=-i\hbar c\,\partial_k(\psi^\dagger\alpha_k\psi).
$$

The last step is the product rule, valid because $\alpha_k$ is constant. Division by $i\hbar$ gives the continuity equation. The vector potential does not appear explicitly in $\mathbf j$; it affects the current through $\psi$.

Integrating over a fixed volume $\Omega$ and using the divergence theorem gives

$$
\frac{d}{dt}\int_\Omega\rho\,d^3r=-\oint_{\partial\Omega}\mathbf j\cdot d\mathbf S .
$$

The probability inside changes by the flux through the surface. If the flux vanishes at infinity, the total probability is constant.

### When a source appears

Suppose a term $\xi(\mathbf r,t)$ is added to the right side of (1). The subtraction then contains $\psi^\dagger\xi-\xi^\dagger\psi=2i\,\mathrm{Im}(\psi^\dagger\xi)$, so

$$
\partial_t\rho+\nabla\cdot\mathbf j=\frac{2}{\hbar}\,\mathrm{Im}(\psi^\dagger\xi).
\tag{4}
$$

Three cases illustrate (4).

- An absorbing potential replaces $V$ by $V-iW$ with real $W$. Then $\xi=-iW\psi$ and the source is $-2W\rho/\hbar$, a loss when $W>0$.
- A nonlocal Hermitian potential has $\xi(\mathbf r)=\int K(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r'$. The source need not vanish at each point. Its integral over all space does vanish, because the expectation value of a Hermitian operator is real. Total probability is conserved, but (2) alone need not satisfy a local balance.
- An approximate solution leaves a residual $\xi$ in (1), and (4) gives the resulting local error in the balance.

## Bound on the current

Let $\mathbf n$ be a real unit vector and $\alpha_n=\mathbf n\cdot\boldsymbol\alpha$. Since $n_in_j$ is symmetric, only the symmetric part of $\alpha_i\alpha_j$ contributes to the square:

$$
\alpha_n^2=\tfrac12 n_in_j(\alpha_i\alpha_j+\alpha_j\alpha_i)=n_in_j\delta_{ij}=1 .
$$

Define $P=(1-\alpha_n)/2$. It is Hermitian, and

$$
P^2=\tfrac14(1-2\alpha_n+\alpha_n^2)=\tfrac12(1-\alpha_n)=P .
$$

Therefore

$$
c\rho-\mathbf n\cdot\mathbf j=c\,\psi^\dagger(1-\alpha_n)\psi
=2c\,\psi^\dagger P\psi=2c\,(P\psi)^\dagger(P\psi)\ge0 .
\tag{5}
$$

If $\mathbf j\ne0$, choose $\mathbf n=\mathbf j/|\mathbf j|$. Then $\mathbf n\cdot\mathbf j=|\mathbf j|$ and (5) becomes $|\mathbf j|\le c\rho$. If $\mathbf j=0$, the inequality is immediate. For $\psi\neq0$, equality holds when $P\psi=0$ for this $\mathbf n$, that is, when $\alpha_n\psi=\psi$.

The proof uses the spinor at one point and no equation of motion. It therefore holds for an inaccurate $\psi$ too, and also when (4) has a source. A computed violation beyond rounding error therefore comes from the way $\rho$ and $\mathbf j$ were formed. Possible causes include matrices that do not obey the stated algebra, a density not computed from the same $\psi$, and interpolation of $\rho$ and $\mathbf j$ between grid points by cubic splines. Linear interpolation of both on the same grid keeps the bound, because its weights are nonnegative and the triangle inequality applies. Reordering the components of $\psi$ leaves $\rho$ unchanged and gives another spinor, which also obeys the bound, so that error is not detected. Satisfying the bound says nothing about the accuracy of $\psi$.

The velocity $\mathbf v$ is a ratio of two local expectation densities. It is not the outcome of a velocity measurement on the particle. Each matrix $c\alpha_k$ has eigenvalues $\pm c$, whereas $v_k$ can take values between them.

### How far the current is from lightlike

The gap between $c\rho$ and $|\mathbf j|$ has a closed form. Introduce

$$
R=\frac{\varphi+\chi}{\sqrt2},\qquad L=\frac{\varphi-\chi}{\sqrt2},
\qquad\text{so}\qquad
\varphi=\frac{R+L}{\sqrt2},\quad \chi=\frac{R-L}{\sqrt2}.
$$

In $\rho=\varphi^\dagger\varphi+\chi^\dagger\chi$ the cross terms cancel, giving $\rho=R^\dagger R+L^\dagger L$. For the current,

$$
\begin{aligned}
\frac{\mathbf j}{c}&=\varphi^\dagger\boldsymbol\sigma\chi+\chi^\dagger\boldsymbol\sigma\varphi\\
&=\tfrac12\left[(R+L)^\dagger\boldsymbol\sigma(R-L)+(R-L)^\dagger\boldsymbol\sigma(R+L)\right]\\
&=R^\dagger\boldsymbol\sigma R-L^\dagger\boldsymbol\sigma L .
\end{aligned}
$$

Write $a=R^\dagger R$, $b=L^\dagger L$, $\mathbf s_R=R^\dagger\boldsymbol\sigma R$ and $\mathbf s_L=L^\dagger\boldsymbol\sigma L$. The Hermitian $2\times2$ matrix $RR^\dagger$ is a combination of $1$ and the Pauli matrices. Its coefficients follow from $\mathrm{tr}(RR^\dagger)=a$, $\mathrm{tr}(\boldsymbol\sigma RR^\dagger)=\mathbf s_R$ and $\mathrm{tr}(\sigma_i\sigma_j)=2\delta_{ij}$:

$$
RR^\dagger=\tfrac12(a+\mathbf s_R\cdot\boldsymbol\sigma).
$$

Placing this between $L^\dagger$ and $L$ gives

$$
|R^\dagger L|^2=\tfrac12(ab+\mathbf s_R\cdot\mathbf s_L).
$$

Setting $L=R$ in this identity gives $a^2=\frac12(a^2+|\mathbf s_R|^2)$, so $|\mathbf s_R|=a$. Likewise $|\mathbf s_L|=b$. Hence

$$
\begin{aligned}
\rho^2-\frac{|\mathbf j|^2}{c^2}
&=(a+b)^2-|\mathbf s_R-\mathbf s_L|^2\\
&=(a+b)^2-a^2-b^2+2\,\mathbf s_R\cdot\mathbf s_L\\
&=2(ab+\mathbf s_R\cdot\mathbf s_L)=4|R^\dagger L|^2 .
\end{aligned}
\tag{6}
$$

This is a second proof of the bound. It also shows that, for $\psi\ne0$, the current is lightlike if and only if $R^\dagger L=0$. In terms of the original components,

$$
R^\dagger L=\tfrac12\left(\varphi^\dagger\varphi-\chi^\dagger\chi-\varphi^\dagger\chi+\chi^\dagger\varphi\right)
=\tfrac12\left[\psi^\dagger\beta\psi-2i\,\mathrm{Im}(\varphi^\dagger\chi)\right],
$$

and therefore

$$
\rho^2-\frac{|\mathbf j|^2}{c^2}=(\psi^\dagger\beta\psi)^2+\left[2\,\mathrm{Im}(\varphi^\dagger\chi)\right]^2 .
\tag{7}
$$

A lightlike current thus requires $|\varphi|=|\chi|$ and a real $\varphi^\dagger\chi$.

When one pair of components is small, the flow is slow. For any unit $\mathbf n$, the Cauchy–Schwarz inequality gives $|\mathbf n\cdot\mathbf j|\le2c|\varphi||\chi|$, because $\mathbf n\cdot\boldsymbol\sigma$ preserves length. With $\epsilon=|\chi|/|\varphi|$,

$$
\frac{|\mathbf v|}{c}\le\frac{2\epsilon}{1+\epsilon^2}.
$$

For $\epsilon\ll1$ this upper limit is approximately $2\epsilon$.

## The current is a four-vector

It remains to show that $\rho$ and $\mathbf j$, computed by the same formulas in another inertial frame, are related by a Lorentz transformation. Define

$$
D_0=\frac1c\partial_t+\frac{iV}{\hbar c},\qquad
\mathbf D=\nabla-\frac{iq\mathbf A}{\hbar}.
$$

Dividing (1) by $i\hbar c$ and collecting terms on one side gives

$$
\left(D_0+\boldsymbol\alpha\cdot\mathbf D+\frac{imc}{\hbar}\beta\right)\psi=0 .
\tag{8}
$$

**Boosts.** Let the new frame move with velocity $c\tanh\eta$ along $\mathbf n$. Put $C=\cosh\eta$ and $S=\sinh\eta$, and let the subscript $n$ denote a component along $\mathbf n$. The coordinates transform as

$$
ct'=C\,ct-S\,r_n,\qquad r_n'=C\,r_n-S\,ct .
$$

Assume that $V$ and $\mathbf A$ come from an electromagnetic four-potential, so that the pair $(V/c,\,qA_n)$ transforms in the same way as $(ct,r_n)$. The chain rule then gives

$$
D_0=C D_0'-S D_n',\qquad D_n=C D_n'-S D_0',
$$

with transverse components unchanged. Set

$$
\psi'=B\psi,\qquad B=e^{-\eta\alpha_n/2},
$$

where both spinors refer to the same event. Insert $\psi=B^{-1}\psi'$ into (8) and multiply from the left by $B^{-1}$. Since $\alpha_n^2=1$, $B^{-2}=e^{\eta\alpha_n}=C+S\alpha_n$. The time and longitudinal terms become

$$
\begin{aligned}
(C+S\alpha_n)(D_0+\alpha_nD_n)
&=(CD_0+SD_n)+\alpha_n(CD_n+SD_0)\\
&=D_0'+\alpha_nD_n' ,
\end{aligned}
$$

where the last line uses $C^2-S^2=1$. A transverse matrix $\alpha_\perp$ anticommutes with $\alpha_n$. Moving it through $B^{-1}$ reverses the exponent, so $B^{-1}\alpha_\perp B^{-1}=\alpha_\perp$. The same argument gives $B^{-1}\beta B^{-1}=\beta$. Thus $\psi'$ obeys (8) with primed operators.

Since $B$ is Hermitian and $B^2=C-S\alpha_n$,

$$
\begin{aligned}
\rho'&=\psi^\dagger B^2\psi=C\rho-S\,j_n/c,\\
j_n'/c&=\psi^\dagger\alpha_nB^2\psi=C\,j_n/c-S\rho,\\
\mathbf j_\perp'&=c\,\psi^\dagger B\boldsymbol\alpha_\perp B\psi=\mathbf j_\perp .
\end{aligned}
\tag{9}
$$

These are the transformation rules of $(ct,\mathbf r)$. Because $C^2-S^2=1$, they leave $c^2\rho^2-|\mathbf j|^2$ unchanged. The density itself generally differs between frames, because $B$ is not unitary for $\eta\ne0$.

**Rotations.** For a rotation $\mathcal R$ by angle $\vartheta$ about $\mathbf n$, put $\psi'=U\psi$. Here $U$ applies $u=e^{-i\vartheta\,\mathbf n\cdot\boldsymbol\sigma/2}$ to both $\varphi$ and $\chi$. From $[\sigma_j,\sigma_k]=2i\epsilon_{jkl}\sigma_l$,

$$
\frac{d}{d\vartheta}(u^\dagger\sigma_ku)
=\frac i2u^\dagger[\mathbf n\cdot\boldsymbol\sigma,\sigma_k]u
=\left[\mathbf n\times(u^\dagger\boldsymbol\sigma u)\right]_k .
$$

This is the equation of a rotation about $\mathbf n$ that starts from $\boldsymbol\sigma$, so $u^\dagger\sigma_ku=\mathcal R_{kj}\sigma_j$. Both nonzero blocks of $\alpha_k$ equal $\sigma_k$, hence $U^\dagger\alpha_kU=\mathcal R_{kj}\alpha_j$. Inverting this relation gives $U\alpha_jU^\dagger=\mathcal R_{kj}\alpha_k$. With $D_k'=\mathcal R_{kj}D_j$, it follows that $U\boldsymbol\alpha\cdot\mathbf D\,U^\dagger=\boldsymbol\alpha\cdot\mathbf D'$. The matrix $\beta$ commutes with $U$, so (8) keeps its form. Because $U$ is unitary, $\rho'=\rho$, while $j_k'=\mathcal R_{kj}j_j$.

## Worked example: interference that reaches $c$

Use Rydberg atomic units, $\hbar=1$ and $m=1/2$, for which $c=274.072$ (equal to $2.997925\times10^8$ m/s) and $mc^2=37557.73$ Ry. A free wave along $z$ with spin up has the form

$$
u\,e^{i(pz-Et)},\qquad u=(f,0,g,0),
$$

with real $f,g$ and $f^2+g^2=1$. Equation (1) reduces to

$$
Ef=mc^2f+cpg,\qquad Eg=cpf-mc^2g .
$$

The second equation gives $g/f=cp/(E+mc^2)$. Substitution in the first gives $E^2=c^2p^2+m^2c^4$, and the positive root is taken. The velocity is $v/c=2fg$.

- Wave 1 has $p_1=\frac34mc=102.777$ bohr$^{-1}$ and $E_1=\frac54mc^2=46947.16$ Ry. Then $g/f=1/3$, $u_1=(3,0,1,0)/\sqrt{10}$ and $v_1=0.6c$.
- Wave 2 has $p_2=\frac43mc=182.715$ bohr$^{-1}$ and $E_2=\frac53mc^2=62596.22$ Ry. Then $g/f=1/2$, $u_2=(2,0,1,0)/\sqrt5$ and $v_2=0.8c$.

Superpose them with amplitude ratio $1:\sqrt2$:

$$
\psi=u_1e^{i(p_1z-E_1t)}+\sqrt2\,u_2e^{i(p_2z-E_2t)} .
$$

Plane waves are not normalizable, so densities are given relative to $n_0$, the density of wave 1 alone. Let $\theta=\Delta p\,z-\Delta E\,t$, where $\Delta p=p_2-p_1=79.9377$ bohr$^{-1}$ and $\Delta E=E_2-E_1=15649.05$ Ry. The cross products are

$$
u_1^\dagger u_2=\frac{3\cdot2+1\cdot1}{\sqrt{50}}=\frac7{5\sqrt2},\qquad
u_1^\dagger\alpha_zu_2=\frac{3\cdot1+1\cdot2}{\sqrt{50}}=\frac1{\sqrt2}.
$$

Each interference term carries the factor $2\sqrt2\cos\theta$, so

$$
\frac{\rho}{n_0}=1+2+2.8\cos\theta,\qquad
\frac{j_z}{n_0c}=0.6+2(0.8)+2\cos\theta=2.2+2\cos\theta .
$$

The transverse current is zero, because both waves have spin up and therefore $\psi_2=\psi_4=0$.

**Local balance.** Differentiation gives $\partial_t\rho=2.8\,n_0\Delta E\sin\theta$ and $-\partial_zj_z=2n_0c\,\Delta p\sin\theta$. These agree because $\Delta E=\frac5{12}mc^2$ and $c\Delta p=\frac7{12}mc^2$, so both coefficients equal $\frac76n_0mc^2$. At $\theta=90^\circ$ the two sides, computed separately by finite differences, are both $43817.35\,n_0$ Ry$/\hbar$.

**Finite balance.** Take the interval of half a spatial period, $0\le z\le\pi/\Delta p$, from $t=0$ to a quarter of a time period. Its content rises from $0.117902$ to $0.187956\,n_0$ bohr, a change of $0.070055\,n_0$ bohr before rounding. The inflow at the left is $0.095550$ and the outflow at the right $0.025496$, in the same unit. Their difference equals the change within the rounding of the printed digits.

**Flow speed.** At the density maximum, $\theta=0$, the flow velocity is $4.2c/5.8=0.724c$. At $\theta=90^\circ$ it is $2.2c/3=0.733c$. At the minimum, $\theta=180^\circ$,

$$
\rho=0.2\,n_0,\qquad j_z=0.2\,n_0c,\qquad v_z=c .
$$

The spinor shows why. Apart from a common phase it is

$$
u_1-\sqrt2u_2=\frac{(3-4,\,0,\,1-2,\,0)}{\sqrt{10}}
=-\frac{(1,0,1,0)}{\sqrt{10}},
$$

which satisfies $\alpha_z\psi=\psi$, the equality condition found from (5). Elsewhere in the period the flow is slower than $c$, because

$$
\frac{\rho^2-j_z^2/c^2}{n_0^2}=(0.8+0.8\cos\theta)(5.2+4.8\cos\theta)
$$

and the second factor is at least $0.4$. The density pattern itself moves at $\Delta E/\Delta p=0.714c$, which is a different quantity from the local flow velocity.

Neither wave alone moves at $c$. In the formulas above, $v_z/c$ is a weighted mean of $0.6$, $0.8$ and $2/2.8=0.714$ with weights $1$, $2$ and $2.8\cos\theta$. For $\cos\theta<0$ the last weight is negative, so the ratio need not lie between $v_1$ and $v_2$. It can even reverse. With equal amplitudes, the spinor at the density minimum is

$$
u_1-u_2=(0.054256,\,0,\,-0.130986,\,0).
$$

Its density is $0.0201\,n_0$. Its current is negative because the two nonzero components have opposite signs, and $v_z=-0.707c$. Both momenta point forward while the local flow points backward, still within the bound.

The numerical check tests the balance with potentials in three dimensions, the gap formulas, the equality condition and the transformation rules on generic spinors.

## Numbers as computed

```
Rydberg atomic units; n0 = density of wave 1 alone
speed of light c = 274.0720 bohr Ry/hbar
c converted to SI = 2.997925e+08 m/s
rest energy m c^2 = 37557.73 Ry
momentum p1 = 102.7770 hbar/bohr
momentum p2 = 182.7147 hbar/bohr
energy E1 = 46947.16 Ry
energy E2 = 62596.22 Ry
velocity of wave 1 alone = 0.6000 c
velocity of wave 2 alone = 0.8000 c
upper, lower component of u1 = 0.948683, 0.316228
upper, lower component of u2 = 0.894427, 0.447214
amplitude ratio wave 2 / wave 1 = 1.414214
momentum difference = 79.9377 hbar/bohr
energy difference = 15649.05 Ry
spatial period of density = 0.078601 bohr
time period of density = 4.015058e-04 hbar/Ry
speed of the density pattern = 0.714286 c
theta 0 deg: density = 5.8000 n0
theta 0 deg: current = 4.2000 n0 c
theta 0 deg: flow velocity = 0.724138 c
theta 0 deg: rho^2-(j/c)^2 = 16.0000 n0^2
theta 90 deg: density = 3.0000 n0
theta 90 deg: current = 2.2000 n0 c
theta 90 deg: flow velocity = 0.733333 c
theta 90 deg: rho^2-(j/c)^2 = 4.1600 n0^2
theta 180 deg: density = 0.2000 n0
theta 180 deg: current = 0.2000 n0 c
theta 180 deg: flow velocity = 1.000000 c
theta 180 deg: rho^2-(j/c)^2 = 0.0000 n0^2
theta 90 deg: d(rho)/dt = 43817.35 n0 Ry/hbar
theta 90 deg: -dj/dz = 43817.35 n0 Ry/hbar
interval: half a spatial period; time: quarter of a time period
content at start = 0.117902 n0 bohr
content at end = 0.187956 n0 bohr
change of content = 0.070055 n0 bohr
inflow through left end = 0.095550 n0 bohr
outflow through right end = 0.025496 n0 bohr
equal amplitudes, minimum density = 0.020101 n0
equal amplitudes, flow velocity there = -0.707107 c
random spinors tested = 50000
largest |j|/(c rho) among them = 0.999996
```
